\section*{Coupled surface plasmons of a Drude slab and their thin-film limit}

\section*{Question}

I am stuck on this exercise. A metal slab of thickness $d$ stands in vacuum and has the Drude dielectric function without damping. I am to show that its surface modes with wavenumber $q$ along the slab obey
\begin{equation}
\omega^2=\frac{\omega_p^2}{2}\left(1\pm e^{-qd}\right),
\label{eq:target}
\end{equation}
and then to recover the plasmon of a two-dimensional electron sheet for a thin film.

For a single surface I can do it: the potential decays on both sides, matching gives $\varepsilon=-1$, and so $\omega=\omega_p/\sqrt2$. For the slab I wrote $e^{qz}$ and $e^{-qz}$ inside and a decaying exponential on each side. That leaves four constants and a determinant that I could not reduce to anything useful. There are also three things I don't understand:
\begin{enumerate}
\item Which sign belongs to which charge pattern, and why does that pattern have the lower frequency?
\item A thin film should look like a charged sheet, which has one plasmon. Where does the other mode go?
\item If I let $q\to0$, is the two-dimensional result still right?
\end{enumerate}

\section*{Answer}

The determinant factorizes once you use the mirror symmetry of the slab. Each symmetry class then has one unknown amplitude inside and one outside.

\subsection*{The equation inside the metal}

Let the slab fill $|z|<d/2$, and let all fields vary as $e^{i(qx-\omega t)}$ with $q>0$. I use SI units. An electron of charge $-e$ and mass $m$, displaced by $\mathbf u$ from its rest position, obeys $m\ddot{\mathbf u}=-e\mathbf E$. Since $\ddot{\mathbf u}=-\omega^2\mathbf u$, we have $\mathbf u=e\mathbf E/(m\omega^2)$. With $n$ electrons per volume the polarization is
\begin{equation}
\mathbf P=-ne\,\mathbf u=-\frac{ne^2}{m\omega^2}\,\mathbf E .
\end{equation}
Writing $\varepsilon_0\mathbf E+\mathbf P=\varepsilon_0\varepsilon\mathbf E$ gives
\begin{equation}
\varepsilon(\omega)=1-\frac{\omega_p^2}{\omega^2},\qquad
\omega_p^2=\frac{ne^2}{\varepsilon_0 m}.
\label{eq:drude}
\end{equation}
This response is local: $\mathbf P$ at a point depends on $\mathbf E$ at that point alone.

Now neglect retardation, so that $\mathbf E=-\nabla\phi$. This is justified if $q\gg\omega_p/c$; the section on $q\to0$ below returns to it. No external charge is present, so $\nabla\cdot(\varepsilon\nabla\phi)=0$. Inside the slab $\varepsilon$ is uniform, and therefore
\begin{equation}
\varepsilon\,\nabla^2\phi=0 .
\end{equation}
There are two ways to satisfy this. Either $\varepsilon=0$, which is the bulk oscillation at $\omega=\omega_p$, or $\nabla^2\phi=0$, which puts all the charge on the faces. The second case contains the surface modes. With $\phi=f(z)e^{i(qx-\omega t)}$ it reads $f''=q^2f$, inside and outside.

\subsection*{Matching at one face}

If $f(z)$ is a solution, so is $f(-z)$, because the slab is its own mirror image. The sum and the difference of the two are then also solutions, one even and one odd. It is therefore enough to look for even and odd solutions, and to match at $z=d/2$ only; the other face follows by symmetry. Put $a=qd/2$.

At the face $f$ is continuous, because the tangential field is, and $\varepsilon f'$ is continuous, because the normal component of $\varepsilon_0\varepsilon\mathbf E$ is.

\emph{Even potential.} Take $f=A\cosh qz$ inside and $f=Ce^{-q(z-d/2)}$ above the slab. The two conditions are
\begin{align}
A\cosh a&=C, & \varepsilon qA\sinh a&=-qC .
\end{align}
Dividing the second by $q$ times the first gives
\begin{equation}
\varepsilon\tanh a=-1 .
\label{eq:even}
\end{equation}

\emph{Odd potential.} Take $f=B\sinh qz$ inside and the same form above. Then $B\sinh a=C$ and $\varepsilon qB\cosh a=-qC$, so that
\begin{equation}
\varepsilon\coth a=-1 .
\label{eq:odd}
\end{equation}

\subsection*{Solving for the frequencies}

For the even potential, $\varepsilon=-\coth a$. Equation \eqref{eq:drude} then gives
\begin{equation}
\frac{\omega_p^2}{\omega^2}=1+\coth a
=\frac{(e^a-e^{-a})+(e^a+e^{-a})}{e^a-e^{-a}}
=\frac{2e^a}{e^a-e^{-a}}
=\frac{2}{1-e^{-2a}} .
\end{equation}
For the odd potential, $\varepsilon=-\tanh a$, and
\begin{equation}
\frac{\omega_p^2}{\omega^2}=1+\tanh a
=\frac{2e^a}{e^a+e^{-a}}
=\frac{2}{1+e^{-2a}} .
\end{equation}
Since $2a=qd$, the results are
\begin{equation}
\omega_-^2=\frac{\omega_p^2}{2}\left(1-e^{-qd}\right)\ \text{(even)},\qquad
\omega_+^2=\frac{\omega_p^2}{2}\left(1+e^{-qd}\right)\ \text{(odd)} .
\label{eq:modes}
\end{equation}
Each parity gives one value of $\omega^2$, so within this model there are two surface modes for each $q$.

\subsection*{Which charges, and why the frequencies split}

The charge on a face is $\varepsilon_0$ times the jump of $E_z=-f'$ across it, taken upwards. For the even potential the upper face carries
\begin{equation}
\sigma_1=\varepsilon_0\left(f'_{\rm in}-f'_{\rm out}\right)
=\varepsilon_0q\,(A\sinh a+C)=\varepsilon_0qA\,e^{a},
\end{equation}
where $C=A\cosh a$ was used. Reflection leaves an even potential unchanged, so the lower face carries the same charge. Reflection reverses an odd potential, so there the charges are opposite. The minus sign in \eqref{eq:target} thus means equal charges on facing points, and the plus sign means opposite charges.

The reason for the order of the frequencies shows up if you treat the face charges as oscillators. A single sheet with charge density $\sigma\cos qx$ at $z=0$ has the potential
\begin{equation}
\phi=\frac{\sigma}{2\varepsilon_0q}\cos(qx)\,e^{-q|z|} .
\label{eq:sheetpot}
\end{equation}
It satisfies Laplace's equation off the sheet and decays. Its normal field is $\pm(\sigma/2\varepsilon_0)\cos(qx)\,e^{-q|z|}$ above and below, which has the required jump $\sigma\cos(qx)/\varepsilon_0$.

Let the upper and lower faces carry $\sigma_1\cos qx$ and $\sigma_2\cos qx$. Just inside the upper face, the upper sheet lies above the point and the lower sheet lies a distance $d$ below it. The amplitude of the normal field there is
\begin{equation}
E_z=\frac{1}{2\varepsilon_0}\left(-\sigma_1+e^{-qd}\sigma_2\right).
\end{equation}
The current density is $\mathbf J=-ne\,\dot{\mathbf u}$, so $\dot{\mathbf J}=(ne^2/m)\mathbf E=\varepsilon_0\omega_p^2\mathbf E$. Current that arrives at the upper face stays there as charge: $\dot\sigma_1=J_z$. Differentiating once more, and repeating the argument for the lower face, where $\dot\sigma_2=-J_z$ and $E_z=(\sigma_2-e^{-qd}\sigma_1)/(2\varepsilon_0)$, gives
\begin{align}
\ddot\sigma_1&=-\frac{\omega_p^2}{2}\left(\sigma_1-e^{-qd}\sigma_2\right),\\
\ddot\sigma_2&=-\frac{\omega_p^2}{2}\left(\sigma_2-e^{-qd}\sigma_1\right).
\end{align}
These are two equal oscillators of frequency $\omega_p/\sqrt2$ with coupling $e^{-qd}$. Adding the equations gives $\omega_-^2$ for $\sigma_1+\sigma_2$; subtracting them gives $\omega_+^2$ for $\sigma_1-\sigma_2$.

This answers your first question. A positive charge on the upper face drives current away from that face. An equal charge on the lower face pushes current towards the upper face, so it weakens the restoring force and lowers the frequency. An opposite charge on the lower face strengthens the restoring force.

\subsection*{Thick and thin slabs}

For $qd\gg1$ the coupling $e^{-qd}$ vanishes and both modes tend to your single-surface result $\omega_p/\sqrt2$.

For $qd\ll1$ use $e^{-qd}=1-qd+\tfrac12(qd)^2-\dots$ in the lower mode:
\begin{equation}
\omega_-^2=\frac{\omega_p^2}{2}\left[qd-\frac{(qd)^2}{2}+\dots\right]
=\frac{\omega_p^2qd}{2}\left[1-\frac{qd}{2}+\dots\right].
\label{eq:thin}
\end{equation}
Insert $\omega_p^2$ from \eqref{eq:drude} in the leading term and define the areal density $n_2=nd$:
\begin{equation}
\omega_{\rm 2D}^2=\frac{ne^2}{\varepsilon_0m}\,\frac{qd}{2}
=\frac{n_2e^2q}{2\varepsilon_0m} .
\label{eq:2d}
\end{equation}
The thickness now enters only through $n_2$. Taking the square root of \eqref{eq:thin} gives $\omega_-\approx\omega_{\rm 2D}(1-qd/4)$, so the leading effect of finite thickness is to lower the frequency by the fraction $qd/4$ of the two-dimensional value.

To see that \eqref{eq:2d} really is the plasmon of a sheet, derive it without a slab. Let a sheet carry $n_2$ mobile electrons per area, a charge density $\sigma(t)\cos qx$ and a current per width $K(x,t)$. From \eqref{eq:sheetpot}, the field in the plane is
\begin{equation}
E_x=-\frac{\partial\phi}{\partial x}=\frac{\sigma}{2\varepsilon_0}\sin qx .
\end{equation}
Newton's law gives $\dot K=(n_2e^2/m)E_x$, and charge conservation gives $\dot\sigma\cos qx=-\partial K/\partial x$. Hence
\begin{equation}
\ddot\sigma\cos qx=-\frac{n_2e^2}{m}\frac{\partial E_x}{\partial x}
=-\frac{n_2e^2q}{2\varepsilon_0m}\,\sigma\cos qx ,
\end{equation}
which is \eqref{eq:2d} again.

Your second question concerns the upper mode. The same expansion gives $\omega_+^2=\omega_p^2(1-qd/2+\dots)$, so in the electrostatic approximation this mode tends to $\omega_p$. Its faces are charged like the plates of a capacitor, and the electrons move mainly across the film. The field between the plates tends to $\sigma/\varepsilon_0$ in magnitude, twice that of one sheet, which is why $\omega^2$ is twice the single-surface value. A sheet model permits motion in the plane only, so it cannot contain this mode. In the lower mode, by contrast, the ratio of the normal to the in-plane field amplitude inside the film is $|f'|/(q|f|)=\tanh q|z|$. This is at most $\tanh(qd/2)\approx qd/2$, so the motion is nearly in the plane.

\subsection*{Numbers for a model slab}

Take $\hbar\omega_p=1$ eV, the free-electron mass and $d=5$ nm. Equation \eqref{eq:drude} then fixes $n=7.25\times10^{26}\ \mathrm{m^{-3}}$, and $n_2=nd=3.63\times10^{18}\ \mathrm{m^{-2}}$.

For $q=0.2\ \mathrm{nm^{-1}}$ we have $qd=1$ and $e^{-qd}=0.3679$, so
\begin{align}
\hbar\omega_-&=\sqrt{(1-0.3679)/2}\ \text{eV}=0.562\ \text{eV},\\
\hbar\omega_+&=\sqrt{(1+0.3679)/2}\ \text{eV}=0.827\ \text{eV}.
\end{align}
They lie on either side of the single-surface energy, 0.707 eV. The sheet formula, $\hbar\omega_{\rm 2D}=\hbar\omega_p\sqrt{qd/2}$, gives 0.707 eV, which is 26 percent above the lower mode. This slab is not thin at this wavenumber.

\begin{center}
\begin{tabular}{ccccc}
$q$ (nm$^{-1}$) & $qd$ & $\hbar\omega_-$ (eV) & $\hbar\omega_+$ (eV) & $\hbar\omega_{\rm 2D}$ (eV)\\
0.02 & 0.1 & 0.218 & 0.976 & 0.224\\
0.2 & 1 & 0.562 & 0.827 & 0.707\\
0.4 & 2 & 0.658 & 0.753 & 1.000
\end{tabular}
\end{center}

At $qd=0.1$ the sheet formula is 2.5 percent above the lower mode, as the estimate $qd/4=0.025$ leads one to expect. The lower mode there has the frequency $\omega_-/2\pi=52.7$ THz. At $qd=2$ the sheet formula is 52 percent too high relative to the slab mode. It keeps growing as $\sqrt q$, whereas $\omega_-$ cannot exceed $\omega_p/\sqrt2$.

The numerical output below also contains a finite-element solution of $\nabla\cdot(\varepsilon\nabla\phi)=0$ that assumes neither parity nor exponentials. It finds two surface modes at each of these wavenumbers, with the energies of \eqref{eq:modes} and the charge patterns described above.

\subsection*{What happens as $q\to0$}

Your third question has the answer no, because $\omega_{\rm 2D}\propto\sqrt q$ eventually exceeds $cq$. A bound mode cannot lie there, and the electrostatic approximation has failed.

To include retardation, use the magnetic field $H(z)$ along $y$. In each medium Maxwell's equations give $H''=\kappa^2H$ with
\begin{equation}
\kappa_0^2=q^2-\frac{\omega^2}{c^2}\ \text{(vacuum)},\qquad
\kappa_1^2=q^2-\varepsilon\frac{\omega^2}{c^2}\ \text{(metal)},
\end{equation}
and $E_x\propto H'/\varepsilon$. Both $H$ and $H'/\varepsilon$ are therefore continuous. The lower mode has even $E_x$, hence odd $H$. With $H=A\sinh\kappa_1z$ inside and $H=Ce^{-\kappa_0(z-d/2)}$ above, matching gives
\begin{equation}
A\sinh\frac{\kappa_1d}{2}=C,\qquad
\frac{\kappa_1}{\varepsilon}A\cosh\frac{\kappa_1d}{2}=-\kappa_0C .
\end{equation}
Eliminating $C$ and $A$,
\begin{equation}
\varepsilon\kappa_0\tanh\frac{\kappa_1d}{2}=-\kappa_1 .
\label{eq:ret}
\end{equation}
For the upper mode $H$ is even, and $\coth$ replaces $\tanh$. If $q\gg\omega_p/c$, both $\kappa_0$ and $\kappa_1$ reduce to $q$, and \eqref{eq:even} and \eqref{eq:odd} return.

For a thin film with $\kappa_1d\ll1$, replace the hyperbolic tangent by its argument; then $\varepsilon\kappa_0d/2=-1$. At $\omega\ll\omega_p$ we may also use $\varepsilon\approx-\omega_p^2/\omega^2$, which gives
\begin{equation}
\omega^2=\frac{\omega_p^2d}{2}\,\kappa_0
=\frac{\omega_p^2d}{2}\sqrt{q^2-\frac{\omega^2}{c^2}} .
\label{eq:thinret}
\end{equation}
This is the sheet plasmon with $q$ replaced by $\kappa_0$. For the lower mode of a thin film, $\omega\ll cq$ is therefore enough to justify electrostatics. For the upper mode electrostatics puts $\omega$ near $\omega_p$. A bound mode must have $\omega<cq$, so for this mode the approximation fails once $q$ falls to about $\omega_p/c$.

The electrostatic curve $\omega^2=\omega_p^2qd/2$ meets the light line $\omega=cq$ at
\begin{equation}
q_c=\frac{\omega_p^2d}{2c^2} .
\end{equation}
At this wavenumber put $y=\omega^2/(cq_c)^2$ in \eqref{eq:thinret}. Since $\omega_p^2d/2=c^2q_c$, it becomes $y=\sqrt{1-y}$, or $y^2+y-1=0$. The positive root is $y=(\sqrt5-1)/2$, so the true frequency is $\sqrt y=0.786$ times the electrostatic one. For $q\ll q_c$, \eqref{eq:thinret} gives $\kappa_0=\omega^2/(c^2q_c)<q^2/q_c\ll q$. Then $\omega\approx cq$: the mode follows the light line instead of the square root.

In the model slab $q_c=6.4\times10^{-5}\ \mathrm{nm^{-1}}$. Without damping, the two-dimensional formula thus holds in the window $q_c\ll q\ll1/d=0.2\ \mathrm{nm^{-1}}$. At $q=0.02\ \mathrm{nm^{-1}}$, solving \eqref{eq:ret} and its $\coth$ partner shifts both energies by less than 0.1 percent of their electrostatic values.

\subsection*{Other limits of the model}

\emph{Damping.} With a friction rate $\gamma$, Newton's law becomes $m(\ddot{\mathbf u}+\gamma\dot{\mathbf u})=-e\mathbf E$, and $\omega^2$ in \eqref{eq:drude} is replaced by $\omega(\omega+i\gamma)$. The electrostatic matching is unchanged, so $\omega(\omega+i\gamma)=\omega_\pm^2$, with the solution
\begin{equation}
\omega=-\frac{i\gamma}{2}+\sqrt{\omega_\pm^2-\frac{\gamma^2}{4}} .
\end{equation}
Where electrostatics holds, a mode oscillates only if $\omega_\pm>\gamma/2$. At a given $q$ the lower mode is therefore the first to be lost as $\gamma$ grows. Since $\omega_-^2\approx\omega_p^2qd/2$ in a thin film, this condition reads $q>\gamma^2/(2\omega_p^2d)$. That bound lies above $q_c$ when $\gamma>\omega_p^2d/c$, which means $\hbar\gamma>25$ meV in the model slab. For $\hbar\gamma=0.1$ eV it is $10^{-3}\ \mathrm{nm^{-1}}$, about $16\,q_c$, and damping, not retardation, then sets the lower end of the two-dimensional window.

\emph{Background and substrate.} Real films have bound electrons and usually rest on a dielectric. With $\varepsilon=\varepsilon_\infty-\omega_p^2/\omega^2$, equation \eqref{eq:even} gives $\omega_-^2=\omega_p^2/(\varepsilon_\infty+\coth a)$. The sheet limit \eqref{eq:2d} survives, but the leading thickness correction becomes $\varepsilon_\infty qd/4$. A substrate of dielectric constant $\varepsilon_s$ on one side multiplies $\omega_{\rm 2D}^2$ by $2/(1+\varepsilon_s)$.

\emph{Local response.} An electron at the Fermi velocity $v_F$ travels a distance $v_F/\omega$ while the phase of the oscillation advances by one radian. This must be short compared with $1/q$, so $v_Fq/\omega\ll1$ is needed. For a free-electron gas of the density above, $v_F=3.2\times10^5$ m/s, and for the lower mode the ratio is 0.02, 0.08 and 0.13 at the three wavenumbers. These ratios show where nonlocal corrections begin to matter; they are not error estimates. The face charge is also not infinitely thin: it spreads over a depth of order $v_F/\sqrt{\omega_p^2-\omega^2}$. For $\omega$ well below $\omega_p$ this is close to $v_F/\omega_p=0.21$ nm, small against 5 nm. For the upper mode of a thin film $\omega$ is near $\omega_p$, and the depth is about 1 nm at $q=0.02\ \mathrm{nm^{-1}}$ and grows as $q$ falls, so that mode is the more sensitive to nonlocal response.

\emph{Quantum size effects.} The Fermi wavelength is 2.3 nm, so the slab is only about two wavelengths thick. Quantized motion across the film and the spill-out of electrons at the faces are absent here, and the energies above are those of the classical model. The two modes are affected differently. The upper mode moves electrons across the film, so in a thinner slab it turns into a transition between quantized levels, its energy rises, and the classical $\omega_+$ loses its meaning. The lower mode moves electrons along the film, and \eqref{eq:2d} contains only $n_2$ and $m$, so a film thin enough to be quantized still follows the sheet formula as long as $v_Fq/\omega\ll1$.

\section*{Computed results}
\begin{verbatim}
plasma energy hbar*omega_p = 1.000 eV
slab thickness d = 5.0 nm
electron density n = 7.2525e+26 m^-3
areal density n2 = n d = 3.6262e+18 m^-2
single-surface energy = 0.7071 eV
Fermi velocity = 3.218e+05 m/s
length v_F/omega_p = 0.212 nm
Fermi wavelength = 2.26 nm
--- q = 0.02 nm^-1, qd = 0.10, exp(-qd) = 0.9048
lower, upper mode = 0.2181, 0.9759 eV
finite elements = 0.2181, 0.9759 eV
with retardation = 0.2180, 0.9751 eV
2D plasmon = 0.2236 eV, above lower mode by 2.51 percent
omega_p/(c q) = 0.2534, v_F q/omega_lower = 0.0194
--- q = 0.20 nm^-1, qd = 1.00, exp(-qd) = 0.3679
lower, upper mode = 0.5622, 0.8270 eV
finite elements = 0.5622, 0.8270 eV
with retardation = 0.5622, 0.8270 eV
2D plasmon = 0.7071 eV, above lower mode by 25.78 percent
omega_p/(c q) = 0.0253, v_F q/omega_lower = 0.0753
--- q = 0.40 nm^-1, qd = 2.00, exp(-qd) = 0.1353
lower, upper mode = 0.6575, 0.7534 eV
finite elements = 0.6575, 0.7534 eV
with retardation = 0.6575, 0.7534 eV
2D plasmon = 1.0000 eV, above lower mode by 52.09 percent
omega_p/(c q) = 0.0127, v_F q/omega_lower = 0.1288
--- thin film: shortfall of numerical lower mode from 2D plasmon
qd = 0.20: shortfall = 0.0480, qd/4 = 0.0500
qd = 0.10: shortfall = 0.0245, qd/4 = 0.0250
qd = 0.05: shortfall = 0.0124, qd/4 = 0.0125
light-line crossing q_c = 6.420e-05 nm^-1
retarded/electrostatic energy at q_c = 0.7862
lower mode at q = 0.02 nm^-1: 52.74 THz
\end{verbatim}
